# Born charges from forces in opposite electric fields, checked by polarization

## What symmetry and dimensions fix

A force divided by a field is a charge, and so is a dipole divided by a displacement. Consider a line of alternating O and Ni atoms with period $a$ and equal spacings $b=a/2$. Inversion about an O atom reverses the field $E$, the displacement $u$ of the O sublattice, the force $f_O$ and the change of the dipole per cell $p$. Hence $f_O$ is odd in $E$ at $u=0$, and $p(u)-p(0)$ is odd in $u$ at $E=0$:

$$f_O=Z_O E+O(E^3),\qquad p(u)-p(0)=Z'_O u+O(u^3).$$

Translating a neutral crystal changes no dipole, so the charges of the two sublattices sum to zero. In the model below the inputs are $e$, $b$, two energies $t$ and $\Delta$, and a pure number $\eta$. The result must therefore be $Z_O=e\,z(t/\Delta,\eta)$. Symmetry does not show that $Z_O=Z'_O$; that follows from the equality of mixed derivatives.

Forces are per cell, for a displacement of a whole sublattice. The electron charge is $-e$. Energies are in eV, lengths in nm and fields in V/nm, with 1 MV/cm = 0.1 V/nm.

## The equality and its conditions

Let $c$ denote the occupied states, and define

$$\mathcal A(c;\tau,E)=E_{\rm band}(c,\tau)-E\,p(c,\tau),\qquad F(\tau,E)=\mathcal A(c_*;\tau,E),$$

where $c_*$ makes $\mathcal A$ stationary under normalization. In the derivative of $F$, the term from the change of $c_*$ is the first variation of $\mathcal A$ along an allowed direction, which vanishes. Therefore

$$f_j=-\frac{\partial F}{\partial\tau_j}=-\left.\frac{\partial\mathcal A}{\partial\tau_j}\right|_c,\qquad p=-\frac{\partial F}{\partial E}.$$

If $F$ is twice continuously differentiable, the order of differentiation is immaterial:

$$Z_j=\frac{\partial f_j}{\partial E}=-\frac{\partial^2F}{\partial E\,\partial\tau_j}=\frac{\partial p}{\partial\tau_j}\quad(E=0).$$

This needs an insulating state followed continuously. It also needs $E$ to be the total macroscopic field. If the displacement field is held at zero instead, then for a longitudinal displacement in a cubic crystal $P=Zu/\Omega+\varepsilon_0\chi E$ with $\varepsilon_0E=-P$. This gives $P=Zu/[\Omega(1+\chi)]$, a charge reduced by the electronic dielectric constant.

The argument holds for any fixed discretization of $\mathcal A$, provided force and polarization come from the same discrete expression.

## Discrete polarization

Take $N$ cells on a ring, $k_m=m\Delta k$ and $\Delta k=2\pi/(Na)$. A Bloch state has amplitude $e^{ikna}c_j(k)/\sqrt N$ on site $j$ of cell $n$, at position $na+\tau_j$. Position on a ring is read from $e^{-i\Delta k x}$, which couples neighbouring $k$ points:

$$S_m=\langle\psi_{k_m}|e^{-i\Delta kx}|\psi_{k_{m+1}}\rangle=\sum_j c_j^*(k_m)\,c_j(k_{m+1})\,D_j,\qquad D_j=e^{-i\Delta k\tau_j}.$$

The phases containing $na$ cancel. For the $N$ electrons of one spin, the expectation value of the product of these factors is a determinant with one cyclic chain of entries, $(-1)^{N-1}\prod_mS_m$. If $\bar x$ is the electron centre in cell zero, its phase is $-\Delta k\sum_n(\bar x+na)=-2\pi\bar x/a-\pi(N-1)$. The signs cancel, leaving

$$\bar x=-\frac{a}{2\pi}\,{\rm Im}\ln\prod_mS_m,\qquad p=\sum_jQ_j\tau_j-2e\bar x.$$

The ions carry $Q_O=0$ and $Q_{Ni}=2e$, and the band holds two electrons. The centre is defined modulo $a$. Placing O at the origin keeps $\bar x$ near zero, away from the branch cut at $\pm a/2$.

## States in the field

With $d=\tau_{Ni}-\tau_O$ and hopping $t(d)=t(b/d)^\eta$, the model is

$$H_k=\begin{pmatrix}-\Delta&q\\q^*&\Delta\end{pmatrix},\quad q=t(d)+t(a-d)e^{-ika},\quad E_{\rm band}=\frac2N\sum_mc_m^\dagger H_mc_m.$$

Hopping between p and d orbitals alternates in sign along the line. Multiplying the orbitals of cell $n$ by $(-1)^n$ removes the alternation without changing positions; on a ring this needs even $N$.

To vary $\bar x$, write ${\rm Im}\ln S=(\ln S-\ln S^*)/2i$. The vector $c_m^*$ enters $S_m$ and $S_{m-1}^*=c_m^\dagger D^\dagger c_{m-1}$, so

$$\frac{\partial\bar x}{\partial c_m^*}=\frac{ia}{4\pi}\left[\frac{Dc_{m+1}}{S_m}-\frac{D^\dagger c_{m-1}}{S_{m-1}^*}\right].$$

In $\mathcal A$ this is multiplied by $2eE$. Multiplying the whole stationarity condition by $N/2$ and using $Na=2\pi/\Delta k$ gives

$$H_mc_m+w_m=\lambda_mc_m,\qquad w_m=\frac{ieE}{2\Delta k}\left[\frac{Dc_{m+1}}{S_m}-\frac{D^\dagger c_{m-1}}{S_{m-1}^*}\right].$$

Since $c_m^\dagger w_m\propto1-1=0$, the Hermitian matrix $K_m=H_m+w_mc_m^\dagger+c_mw_m^\dagger$ satisfies $K_mc_m=H_mc_m+w_m$. A stationary $c_m$ is thus an eigenvector of its own $K_m$, which suggests repeated diagonalization.

## The matching force

The explicit derivative of the overlap is $\partial S_m/\partial\tau_j=-i\Delta k\,c_j^*(k_m)c_j(k_{m+1})D_j$. Since ${\rm Im}(-iz)=-{\rm Re}\,z$ and $a\Delta k/2\pi=1/N$,

$$W_j\equiv\left.\frac{\partial\bar x}{\partial\tau_j}\right|_c=\frac1N\sum_m{\rm Re}\,\frac{c_j^*(k_m)c_j(k_{m+1})D_j}{S_m},\qquad\sum_jW_j=1.$$

The band derivative at fixed $c$ is

$$G=\frac{\partial E_{\rm band}}{\partial d}=\frac4N\sum_m{\rm Re}\{c_O^*c_{Ni}[t'(d)-t'(a-d)e^{-ik_ma}]\}.$$

Moving O to the right shortens $d$, so

$$f_O=G+E(Q_O-2eW_O),\qquad f_{Ni}=-G+E(Q_{Ni}-2eW_{Ni}).$$

Their sum is $E(2e-2e)=0$. A field-independent ion repulsion would cancel from the difference of forces and is omitted. In a basis that does not move with the atoms, the $W_j$ term is absent and the electronic response enters through the derivative of the Hamiltonian.

## Procedure

```
solve(tau, E):
    c[m] = lowest eigenvector of H[m], all m
    if E = 0: return c
    repeat:
        build S[m], w[m] from neighbouring c
        g[m] = H[m] c[m] + w[m]
        r[m] = g[m] - c[m] (c[m]^dagger g[m])
        if max |r| < tolerance: return c
        c[m] = lowest eigenvector of K[m], all m
    stop with an error if the repeat limit is reached

Zf = [force(solve(tau,+E)) - force(solve(tau,-E))] / (2E)
Zp = [p(solve(tau+u,0)) - p(solve(tau-u,0))] / (2u)
compare Zf with Zp on the same mesh
check the sum of charges; repeat with smaller steps
only then refine the mesh
```

For $M$ basis functions, one iteration with dense diagonalization costs $O(NM^3)$. In three dimensions, six field runs yield the tensors of all atoms, because each run returns every force. Without symmetry, the displacement route needs six geometries per atom. It is therefore economical to use forces for the full set and displacements for a few components. The tensor order must match: the force component $\beta$ in field $\alpha$ corresponds to polarization component $\alpha$ under displacement $\beta$.

## A closed form for the symmetric line

Put O at $u$ and Ni at $b$. Removing the phase $e^{ikb}$ from the Ni coefficient turns the off-diagonal element into

$$g=t(b-u)e^{ikb}+t(b+u)e^{-ikb}=R+i\gamma,$$

$$R=2t\cos y,\qquad\gamma=\frac{2\eta tu}{b}\sin y,\qquad y=kb,$$

to first order in $u$, using $t'(b)=-\eta t/b$. Let $\varepsilon=\sqrt{\Delta^2+4t^2\cos^2y}$. The lower eigenvector can be chosen smoothly with real O component $C$, where $C^2=(1+\Delta/\varepsilon)/2$, and Ni component $-g^*/(2\varepsilon C)$.

For a dense mesh, ${\rm Im}\ln S\to\Delta k\,[{\rm Im}(c^\dagger\partial_kc)-uC^2]$. With $\langle\cdot\rangle$ the average over $k$, this gives $\bar x=\langle uC^2-{\rm Im}(c^\dagger\partial_kc)\rangle$. The real O component contributes nothing to the second term, so

$${\rm Im}(c^\dagger\partial_kc)=\frac{\gamma\,\partial_kR-R\,\partial_k\gamma}{4\varepsilon^2C^2}=-\frac{2\eta t^2u}{\varepsilon(\varepsilon+\Delta)}.$$

Here $4\varepsilon^2C^2=2\varepsilon(\varepsilon+\Delta)$, and the numerator is $-4\eta t^2u(\sin^2y+\cos^2y)$.

To change the form of this average, set $X=1/[\varepsilon(\varepsilon+\Delta)]$. The average of $\partial_y(X\sin y\cos y)$ vanishes, hence $\langle X\rangle=\langle2X\sin^2y-\sin y\cos y\,\partial_yX\rangle$. With $\partial_y\varepsilon=-4t^2\sin y\cos y/\varepsilon$ and $4t^2\cos^2y=\varepsilon^2-\Delta^2$, the bracket becomes

$$\sin^2y\,\frac{2\varepsilon^2-(\varepsilon-\Delta)(2\varepsilon+\Delta)}{\varepsilon^3(\varepsilon+\Delta)}=\frac{\Delta\sin^2y}{\varepsilon^3}.$$

Since $p$ contains $-2e\bar x$,

$$Z_O=-2e\left[\frac12\left(1+\left\langle\frac{\Delta}{\varepsilon}\right\rangle\right)+\left\langle\frac{2\Delta\eta t^2\sin^2y}{\varepsilon^3}\right\rangle\right].$$

The first part is charge carried rigidly by O. The second is charge transferred along the line: O moving right strengthens its right bond and weakens its left one, so electrons shift to the right as well.

For $t\ll\Delta$, expansion gives $Z_O\simeq-2e[1+(\eta-\tfrac12)t^2/\Delta^2]$, which tends to the ionic value $-2e$. For $\Delta\ll t$ the second average is dominated by $y=\pi/2+x$ with small $x$. There $\int dx\,\Delta/(\Delta^2+4t^2x^2)^{3/2}=1/(\Delta t)$, so the transfer part grows as $-4e\eta t/(\pi\Delta)$. The charge diverges as the gap closes.

## Worked example

Take $a=0.42$ nm, $\Delta=2$ eV, $t=0.8$ eV, $\eta=3.5$ and $N=40$. The gap is 4 eV. At $\pm1$ MV/cm the forces on O are $\mp0.280503$ eV/nm, so

$$Z_O=\frac{-0.280503-0.280503}{2(0.10)}\,e=-2.80503\,e.$$

At $u=\pm0.001$ nm and zero field the dipoles are 0.417194904 and 0.422805096 $e$ nm:

$$Z_O=\frac{0.417194904-0.422805096}{0.002}\,e=-2.80510\,e.$$

The difference, $6.2\times10^{-5}\,e$, comes from the finite steps: the field contributes an error of $-0.9\times10^{-5}\,e$ and the displacement $-7.1\times10^{-5}\,e$, relative to the small-step value on this mesh. With steps of 0.01 MV/cm and $10^{-5}$ nm, the routes differ by $8\times10^{-9}\,e$.

The mesh error is much larger. The values for $N=40$, 80 and 160 are $-2.805025$, $-2.805354$ and $-2.805436\,e$. Reversing $\Delta k$ about a link midpoint reverses ${\rm Im}\ln S$. Each link therefore has an error of order $\Delta k^3$, and the sum over $N$ links one of order $N^{-2}$. Extrapolation on this basis gives $-2.805463\,e$, equal to the closed form at the printed precision. The same value follows from forces inside an open chain of 80 atoms, where the field is an ordinary potential and no Berry phase is used. Agreement of the two routes at $N=40$ thus says nothing about the remaining mesh error of $4\times10^{-4}\,e$.

For a three-dimensional scale, assign each line the rocksalt cross-section $(a/2)^2$, hence a volume $a^3/4=0.018522$ nm³ per formula unit. Moving the O sublattice by 0.001 nm changes the polarization by $-2.8051(0.001)/0.018522=-0.1514\,e/{\rm nm}^2$, or $-2.43$ uC/cm2.

## Stability and failure modes

**Field step.** In a geometry without inversion symmetry, $f=f_0+ZE+f_2E^2/2+f_3E^3/6+\dots$. The central difference removes $f_0$ and $f_2$, leaving the error $f_3E^2/6$; a one-sided difference retains $f_2E/2$. With O shifted by 0.01 nm, doubling the field from 0.5 to 1 MV/cm raises the one-sided error from $0.90$ to $1.76\times10^{-4}\,e$. The magnitude of the central error grows from $2.1$ to $8.5\times10^{-6}\,e$.

A force uncertainty $\delta$ adds up to $\delta/E$ to the charge. Minimizing $\kappa_2E^2+\delta/E$ gives $E=(\delta/2\kappa_2)^{1/3}$. The symmetric example has $\kappa_2=9.3\times10^{-6}/0.1^2=9.3\times10^{-4}$ in these units. For $\delta=10^{-6}$ eV/nm the best step would be about 0.08 V/nm, or 0.8 MV/cm.

**Unrelaxed states.** Near stationarity the enthalpy error is quadratic in the state error, but the force error is generally linear. Convergence must therefore be judged by the residual. If the zero-field states are kept at $\pm E$, $G$ cancels and only the static part survives: $-1.880\,e$ instead of $-2.805\,e$. The sum rule still holds, so it cannot reveal this fault.

**Mismatched force.** Replacing $W_j$ by the ordinary site population breaks the discrete equality. The real part in $W_j$ is even in $\Delta k$ about each link midpoint, so the discrepancy is of order $N^{-2}$. It is $3.7\times10^{-4}\,e$ at $N=40$ and $0.9\times10^{-4}\,e$ at $N=80$.

**Too large a field or mesh.** Carrying an electron across the ring gains about $eENa$ and costs the gap. A cautious condition is therefore $eENa\lesssim E_{\rm gap}$; here the drop is 1.68 V against a 4 eV gap. This is not a sharp limit: in this line a stationary state survives at several times that field. A denser mesh calls for a smaller field. For the iteration itself, two neighbours feed errors into $w_m$ with weight $eE/2\Delta k$ each, and diagonalization divides by the gap. The estimated contraction factor is $eENa/(2\pi E_{\rm gap})\approx0.07$.

## Relation to real NiO

NiO has a rocksalt lattice parameter near 0.42 nm, a gap of roughly 4 eV and a Born charge of magnitude somewhat above $2e$, all rough values. The model's $2.81e$ is high, but $t$ is not fitted to NiO and the charge depends strongly on it: $2.48e$ for $t=0.6$ eV and $3.17e$ for $t=1.0$ eV. The comparison therefore cannot identify the cause of the excess. One of the model's false assumptions is the absence of magnetic order. To estimate its effect, lower alternate Ni levels by 8 eV for one spin, and the other Ni levels for the opposite spin, and fill the lowered levels. Each formula unit then has three band electrons instead of two, and the Ni ion charge is $3e$ instead of $2e$. With the hopping and the other levels unchanged, this gives $-2.38\,e$, a reduction of 15 per cent in magnitude (10 per cent for $t=0.6$ eV, 20 per cent for $t=1.0$ eV). An intersite exchange of 1 eV gives $-3.09\,e$ in the nonmagnetic line if the total undisplaced hopping is held at $t$ and the explicit distance derivative at $-\eta t/b$; the self-consistent exchange then raises the effective exponent of the total hopping from 3.5 to about 4.6. If the exponent 3.5 applies only to the part of the hopping not due to exchange (0.635 eV), the result is $-2.84\,e$, a shift of only $-0.03\,e$. These opposite shifts are separate estimates and should not be added. Other orbitals and three-dimensional Coulomb effects are not sized.

A rough 50 meV phonon at 300 K gives an rms relative displacement of 0.0067 nm and shifts the charge by about $-0.01\,e$: $-0.009\,e$ if the whole O sublattice is displaced rigidly by this amount, $-0.011\,e$ if the atoms move independently along the line with the same relative rms. The thermal-carrier exponent $E_{\rm gap}/2k_BT$ is 77. For tunnelling, the decay constant in the gap obeys $\sinh\kappa b=\sqrt{\Delta^2-\mathcal E^2}/2t$. The semiclassical exponent $(2/eE)\int_{-\Delta}^{\Delta}\kappa\,d\mathcal E$ is about 330 at 1 MV/cm, so both effects are negligible in the ideal line. Real films contain defects that can carry current at much lower fields; the 1 MV/cm used here is a numerical step, not a recommended operating field. The numerical output below lists the values to more digits than the material model deserves, because they serve to compare the two routes.

## Numbers as computed

```
period a = 0.42 nm, Ni-O distance b = 0.21 nm
level offset DELTA = 2.0 eV, computed gap = 4.000 eV
hopping t = 0.8 eV, distance exponent eta = 3.5
ion charges: O 0 e, Ni 2 e; k points N = 40
field step = 1.0 MV/cm = 0.10 V/nm
displacement step = 0.0010 nm
force on O at +field = -0.28050343 eV/nm
force on O at -field = 0.28050343 eV/nm
force on Ni at +field = 0.28050343 eV/nm
force on Ni at -field = -0.28050343 eV/nm
Z(O) from forces = -2.805034 e
Z(Ni) from forces = 2.805034 e
sum of the two charges = 0.0e+00 e
dipole per cell, O at +step = 0.417194904 e nm
dipole per cell, O at -step = 0.422805096 e nm
Z(O) from dipoles = -2.805096 e
forces minus dipoles, these steps = 6.15e-05 e
Z(O), N=40, displacement 1e-5 nm = -2.805025 e
field-step error at 1 MV/cm = -9.29e-06 e
displacement-step error at 0.001 nm = -7.08e-05 e
forces minus dipoles, 0.01 MV/cm and 1e-5 nm = 8.4e-09 e
polarization change for one step of O = -2.4264 uC/cm2
polar geometry: O shifted by 0.010 nm, Z(O) = -2.825914 e
polar, zero-field band force on O = 7.287836 eV/nm
polar, 0.5 MV/cm: central error -2.12e-06 e, one-sided error 8.99e-05 e
polar, 1.0 MV/cm: central error -8.51e-06 e, one-sided error 1.76e-04 e
Z(O) at N = 40: -2.805025 e
Z(O) at N = 80: -2.805354 e
Z(O) at N = 160: -2.805436 e
Z(O) extrapolated in N = -2.805463 e
Z(O) closed form = -2.805463 e
  static part = -1.880301 e, transfer part = -0.925163 e
Z(O) inside open chain of 80 atoms = -2.805463 e
Z(O), states frozen at zero field, N=160 = -1.880323 e
plain-population error: N=40 3.65e-04 e, N=80 9.14e-05 e
potential drop over mesh length at 1 MV/cm = 1.68 V
antiferromagnetic line, d splitting 8 eV: Z(O) = -2.3847 e
intersite exchange 1.0 eV: Z(O) at N=40 = -3.0868 e
rough phonon energy = 50 meV, T = 300 K
rms relative displacement = 0.00667 nm
vibrational shift of Z(O) = -0.0094 e
tunnelling exponent at 1 MV/cm = 325.5 (factor exp(-exponent))
thermal carrier exponent gap/(2kT) = 77.4
```
